# Path length and midpoint energy for purely electronic stopping: test program

```python
"""
Result under test: if an ion loses energy as dE/dx = -k*sqrt(E), its total
path length is L = 2*sqrt(E0)/k, and at x = L/2 its energy is E0/4.
E: kinetic energy (eV); x: distance along the path (nm); E0: initial energy;
k: electronic stopping coefficient (eV^0.5/nm); M: ion mass; t: time (ps).
The example is Cl in Si. Nuclear stopping and deflection, absent from the
ideal law, are estimated separately with the universal screened potential.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq


def path_length(energy, coefficient):
    return 2 * np.sqrt(energy) / coefficient


def integrate_energy(loss, energy, distance):
    """Integrate dE/dx = -loss(E) directly and return the final energy."""
    solution = solve_ivp(lambda x, y: [-loss(y[0])], (0, distance), [energy],
                         rtol=1e-9, atol=1e-7)
    assert solution.success
    return solution.y[0, -1]


# Ideal law: quadrature and direct integration for different parameters.
E0, k = 4.0e6, 0.90
for energy, coefficient in [(E0, k), (2.5e5, 0.37), (90.0, 1.7)]:
    L_formula = path_length(energy, coefficient)
    L_quad = quad(lambda E: 1 / (coefficient * np.sqrt(E)), 0, energy)[0]
    assert abs(L_quad / L_formula - 1) < 1e-7
    for fraction in (0.25, 0.5, 0.75):
        E_num = integrate_energy(lambda E: coefficient * np.sqrt(E),
                                 energy, fraction * L_quad)
        assert abs(E_num / energy - (1 - fraction)**2) < 1e-6

L = path_length(E0, k)
E_half = E0 / 4
x_half_energy = L * (1 - 1 / np.sqrt(2))
x_quad = quad(lambda E: 1 / (k * np.sqrt(E)), E0 / 2, E0)[0]
assert abs(x_quad / x_half_energy - 1) < 1e-8

# Newton's law in time. Mass unit: eV ps^2/nm^2; 1 nm/ps = 1000 m/s.
Z1, Z2, A1, A2 = 17, 14, 35.0, 28.09
mass_kg = A1 * const.atomic_mass
M = mass_kg * 1e6 / const.e
v_start = np.sqrt(2 * E0 / M)
tau = np.sqrt(2 * M) / k
t_half = tau * np.log(2)


def newton(t, state):
    speed = state[1]
    force = -k * np.sqrt(0.5 * M * speed**2)
    return [speed, force / M]


motion = solve_ivp(newton, (0, 20 * tau), [0, v_start],
                   t_eval=[t_half, 20 * tau], rtol=1e-10, atol=1e-8)
assert motion.success
assert abs(motion.y[0, 0] / L - 0.5) < 1e-6
assert abs(0.5 * M * motion.y[1, 0]**2 / E0 - 0.25) < 1e-6
assert abs(motion.y[0, 1] / L - 1) < 1e-6

# Other exponents, with the same stopping power at the initial energy.
S0 = k * np.sqrt(E0)
power_results = []
for p in (0.45, 0.55):
    L_p = E0 / (S0 * (1 - p))
    fraction_p = 2**(-1 / (1 - p))
    E_num = integrate_energy(lambda E: S0 * (E / E0)**p, E0, L_p / 2)
    L_num = quad(lambda q: (q**(-p)) * E0 / S0, 0, 1)[0]
    assert abs(L_num / L_p - 1) < 1e-7
    assert abs(E_num / E0 - fraction_p) < 1e-6
    power_results.append((p, L_p, fraction_p))

# Silicon density and the Lindhard-Scharff estimate of k.
lattice_nm = const.value("lattice parameter of silicon") * 1e9
density = 8 / lattice_nm**3
bohr_nm = const.value("Bohr radius") * 1e9
bohr_speed = const.value("atomic unit of velocity")
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
S_at_bohr_speed = (density * 8 * np.pi * coulomb * bohr_nm
                   * Z1**(7 / 6) * Z2 / (Z1**(2 / 3) + Z2**(2 / 3))**1.5)
E_at_bohr_speed = 0.5 * mass_kg * bohr_speed**2 / const.e
k_LS = S_at_bohr_speed / np.sqrt(E_at_bohr_speed)
assert abs(k_LS / k - 1) < 0.1
speed_ratio = v_start * 1e3 / (bohr_speed * Z1**(2 / 3))
rest_ratio = E0 * const.e / (mass_kg * const.c**2)

# Universal nuclear stopping: reduced energy and screening length.
screen = 0.8854 * bohr_nm / (Z1**0.23 + Z2**0.23)
energy_scale = Z1 * Z2 * coulomb * (A1 + A2) / (screen * A2)
transfer = 4 * A1 * A2 / (A1 + A2)**2


def reduced_stopping(eps):
    low = np.log1p(1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
    return np.where(eps <= 30, low, np.log(eps) / (2 * eps))


def nuclear_loss(E):
    eps = E / energy_scale
    return (density * np.pi * screen**2 * transfer * energy_scale
            * reduced_stopping(eps))


def screening(r):
    return (0.1818 * np.exp(-3.2 * r) + 0.5099 * np.exp(-0.9423 * r)
            + 0.2802 * np.exp(-0.4029 * r) + 0.02817 * np.exp(-0.2016 * r))


nodes, weights = np.polynomial.legendre.leggauss(80)
alpha = (nodes + 1) * np.pi / 4
alpha_weights = weights * np.pi / 4


def scattering_stopping(eps):
    """Reduced stopping from classical scattering, without the fit."""
    impacts = np.geomspace(1e-5, 40, 180)
    sin_squared = []
    for b in impacts:
        r0 = brentq(lambda r: 1 - screening(r) / (r * eps) - (b / r)**2,
                    b, b + 1 / eps)
        u = np.cos(alpha)
        radial = 1 - screening(r0 / u) * u / (r0 * eps) - (b * u / r0)**2
        integral = np.sum(alpha_weights * np.sin(alpha) / np.sqrt(radial))
        angle = np.pi - 2 * b / r0 * integral
        sin_squared.append(np.sin(angle / 2)**2)
    return eps * trapezoid(2 * impacts**2 * np.array(sin_squared),
                           np.log(impacts))


fit_errors = []
for energy in (E0, E_half, 5e4):
    eps = energy / energy_scale
    fit_errors.append(abs(float(reduced_stopping(eps))
                          / scattering_stopping(eps) - 1))
# The published fit is approximate and is used only to size a correction.
assert max(fit_errors) < 0.08

# Exact elastic kinematics tests the small-transfer deflection coefficient.
theta = 0.01
cos_lab = (A1 + A2 * np.cos(theta)) / np.sqrt(
    A1**2 + A2**2 + 2 * A1 * A2 * np.cos(theta))
transfer_fraction = transfer * np.sin(theta / 2)**2
assert abs((1 - cos_lab) / (A2 / (2 * A1) * transfer_fraction) - 1) < 1e-3


def total_loss(E):
    return k * np.sqrt(E) + nuclear_loss(E)


# Corrected path and mean depth; the omitted path below 1 eV is under 2 nm.
energies = np.geomspace(1, E0, 12000)
log_energy = np.log(energies)
path_left = cumulative_trapezoid(energies / total_loss(energies),
                                 log_energy, initial=0)
L_corrected = path_left[-1]
E_same_place = np.interp(L_corrected - L / 2, path_left, energies)
E_own_half = np.interp(L_corrected / 2, path_left, energies)
E_direct = integrate_energy(lambda E: float(total_loss(E)), E0, L / 2)
assert abs(E_direct / E_same_place - 1) < 1e-4
deflection = cumulative_trapezoid(
    A2 / (2 * A1) * nuclear_loss(energies) / total_loss(energies),
    log_energy, initial=0)
mean_cosine = np.exp(deflection - deflection[-1])
mean_depth = trapezoid(mean_cosine * energies / total_loss(energies),
                       log_energy)
E_cross = brentq(lambda E: float(nuclear_loss(E)) - k * np.sqrt(E), 1e3, E0)
assert nuclear_loss(E_half) < k * np.sqrt(E_half)
assert nuclear_loss(5e4) > k * np.sqrt(5e4)

print("EXAMPLE: Cl (mass number 35) in Si, rough model values")
print(f"Initial energy E0 = {E0:.0f} eV = {E0/1e6:.2f} MeV")
print(f"Chosen k = {k:.2f} eV^0.5/nm")
print(f"Lindhard-Scharff estimate of k = {k_LS:.3f} eV^0.5/nm")
print(f"sqrt(E0) = {np.sqrt(E0):.0f} eV^0.5")
print(f"Total path L = {L:.0f} nm = {L/1000:.2f} micrometres")
print(f"Half path L/2 = {L/2:.0f} nm")
print(f"Energy at half path = {E_half:.0f} eV = {E_half/1e6:.2f} MeV")
for fraction in (0.25, 0.75):
    print(f"Energy at x/L = {fraction:.2f}: {E0*(1-fraction)**2:.0f} eV")
print(f"Electronic stopping at start = {S0:.0f} eV/nm")
print(f"Electronic stopping at half path = {k*np.sqrt(E_half):.0f} eV/nm")
print(f"Distance where E = E0/2: {x_half_energy:.0f} nm")
print(f"That distance divided by L = {x_half_energy/L:.3f}")
print(f"Initial speed = {v_start:.0f} nm/ps")
print(f"Time constant tau = {tau:.3f} ps")
print(f"Time to reach L/2 = {t_half:.3f} ps")
print("SIZES OF NEGLECTED EFFECTS")
print(f"Speed / (Bohr speed * Z1^(2/3)) = {speed_ratio:.3f}")
print(f"E0 / ion rest energy = {rest_ratio:.2e}")
print(f"Nuclear/electronic stopping at E0 = {nuclear_loss(E0)/S0:.3f}")
half_ratio = nuclear_loss(E_half) / (k * np.sqrt(E_half))
print(f"Nuclear/electronic stopping at E0/4 = {half_ratio:.3f}")
print(f"Equal nuclear and electronic stopping at {E_cross/1000:.0f} keV")
print(f"Ideal path left at that energy = {path_length(E_cross, k):.0f} nm")
print(f"Path with nuclear stopping = {L_corrected:.0f} nm")
print(f"Path reduction = {100*(1-L_corrected/L):.1f} percent")
print(f"Corrected energy at original L/2 = {E_same_place/1000:.0f} keV")
print(f"Corrected energy at half its own path = {E_own_half/1000:.0f} keV")
print(f"Estimated mean depth with deflection = {mean_depth:.0f} nm")
print(f"Mean depth / corrected path = {mean_depth/L_corrected:.3f}")
print(f"Largest tested nuclear-fit error = {100*max(fit_errors):.1f} percent")
print(f"Ideal L if k is 20 percent lower = {path_length(E0, 0.8*k):.0f} nm")
print(f"Ideal L if k is 20 percent higher = {path_length(E0, 1.2*k):.0f} nm")
for p, L_p, fraction_p in power_results:
    print(f"Exponent p = {p:.2f}: L = {L_p:.0f} nm, E_half/E0 = {fraction_p:.3f}")
print("verified")
```

Running it gives:

```
EXAMPLE: Cl (mass number 35) in Si, rough model values
Initial energy E0 = 4000000 eV = 4.00 MeV
Chosen k = 0.90 eV^0.5/nm
Lindhard-Scharff estimate of k = 0.895 eV^0.5/nm
sqrt(E0) = 2000 eV^0.5
Total path L = 4444 nm = 4.44 micrometres
Half path L/2 = 2222 nm
Energy at half path = 1000000 eV = 1.00 MeV
Energy at x/L = 0.25: 2250000 eV
Energy at x/L = 0.75: 250000 eV
Electronic stopping at start = 1800 eV/nm
Electronic stopping at half path = 900 eV/nm
Distance where E = E0/2: 1302 nm
That distance divided by L = 0.293
Initial speed = 4696 nm/ps
Time constant tau = 0.946 ps
Time to reach L/2 = 0.656 ps
SIZES OF NEGLECTED EFFECTS
Speed / (Bohr speed * Z1^(2/3)) = 0.325
E0 / ion rest energy = 1.23e-04
Nuclear/electronic stopping at E0 = 0.027
Nuclear/electronic stopping at E0/4 = 0.144
Equal nuclear and electronic stopping at 155 keV
Ideal path left at that energy = 875 nm
Path with nuclear stopping = 3312 nm
Path reduction = 25.5 percent
Corrected energy at original L/2 = 867 keV
Corrected energy at half its own path = 1483 keV
Estimated mean depth with deflection = 3103 nm
Mean depth / corrected path = 0.937
Largest tested nuclear-fit error = 5.0 percent
Ideal L if k is 20 percent lower = 5556 nm
Ideal L if k is 20 percent higher = 3704 nm
Exponent p = 0.45: L = 4040 nm, E_half/E0 = 0.284
Exponent p = 0.55: L = 4938 nm, E_half/E0 = 0.214
verified
```
